# Why MP2 Has a Larger Basis-Set Error than CCSD

## A smaller correlation energy with a larger error

When the two electrons of a helium atom meet, their wave function has a kink. Products of smooth one-electron functions reproduce it slowly, so the correlation energy converges slowly with the basis. One might expect the method with the larger correlation energy to have the larger basis-set error. Helium shows the opposite. The complete-basis MP2 correlation energy is −0.0748 Ry (−0.0374 hartree) and the full one is −0.0841 Ry (−0.0420 hartree). Yet in the cc-pV5Z basis MP2 lies 1.94 mRy above its own limit, and CCSD only 1.03 mRy above its limit.

The kink has the same relative slope in both methods, but it multiplies different functions. In MP2 it multiplies the Hartree-Fock pair function, which ignores the Coulomb hole. In CCSD it multiplies a pair function that the hole has already reduced at contact. The energy error is quadratic in this multiplier.

I use Rydberg atomic units: lengths in bohr, kinetic energy $-\nabla^2$ per electron, repulsion $2/r_{12}$. The atom is nonrelativistic with a fixed point nucleus, and wave functions are real. Errors refer to correlation energies, each relative to the limit of its own method; the Hartree-Fock basis error is separate.

## The same cusp, two multipliers

Let $\mathbf s=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$. Then $\nabla_1=\tfrac12\nabla_R+\nabla_s$ and $\nabla_2=\tfrac12\nabla_R-\nabla_s$. In the sum of squares the cross terms cancel:

$$-\nabla_1^2-\nabla_2^2=-\tfrac12\nabla_R^2-2\nabla_s^2 .$$

Close to contact write $\Psi\approx g(\mathbf R)(1+c\,r_{12})$, with $g(\mathbf r)=\Psi(\mathbf r,\mathbf r)$. Since $\nabla_s^2r_{12}=2/r_{12}$, the singular terms of $H\Psi=E\Psi$ are

$$-2c\,\frac{2}{r_{12}}\,g+\frac{2}{r_{12}}\,g=0,\qquad c=\tfrac12 .$$

A singlet pair therefore has the kink $\tfrac12r_{12}\,\Psi(\mathbf r,\mathbf r)$.

In MP2, $H=H_0+W$, where $H_0$ is the sum of Fock operators and $W$ is $2/r_{12}$ minus the mean field. The first-order function obeys

$$(H_0-E_0)\Psi_1=-(W-E_1)\Phi_0 .$$

The singular source is $-(2/r_{12})\Phi_0$. A term $c\,r_{12}\Phi_0$ on the left gives $-(4c/r_{12})\Phi_0$, so again $c=\tfrac12$. But the kink is now $\tfrac12r_{12}\,\Phi_0(\mathbf r,\mathbf r)$. The correction to the multiplier comes one order later, when the source $-(2/r_{12})\Psi_1$ adds the kink $\tfrac12r_{12}\Psi_1(\mathbf r,\mathbf r)$. MP2 digs the Coulomb hole without letting the hole weaken further scattering.

For two electrons, single and double excitations exhaust the possibilities, so CCSD is equivalent to full configuration interaction in the chosen basis. Its multiplier tends to the correlated $\Psi(\mathbf r,\mathbf r)$. In cc-pVTZ the two energies agree within the test tolerance of $10^{-6}$ Ry.

## Why the energy error is quadratic

Let $\delta$ be the part of the wave function that the basis cannot represent. Inserting $\Psi-\delta$ in the energy expectation value and using $(H-E)\Psi=0$ gives

$$\Delta E=\frac{\langle\delta|H-E|\delta\rangle}{\langle\Psi-\delta|\Psi-\delta\rangle}.$$

The terms linear in $\delta$ vanish, and the denominator tends to one.

MP2 has an analogous functional,

$$J[\chi]=\langle\chi|H_0-E_0|\chi\rangle+2\langle\chi|W-E_1|\Phi_0\rangle ,$$

whose minimum is $E_2$. For $\chi=\Psi_1-\delta$ the linear terms are

$$-2\langle\delta|(H_0-E_0)\Psi_1+(W-E_1)\Phi_0\rangle=0$$

by the first-order equation. What remains is $\Delta E_2=\langle\delta|H_0-E_0|\delta\rangle$.

In a large basis $\delta$ contains only rapid variation, so kinetic energy dominates both expressions. The repulsion within the tail, and the readjustment of the retained part, are smaller by at least one power of the resolution. This is a scaling estimate, which the helium calculation below supports. To leading order, then, both methods share

$$\Delta E\approx\langle\delta|T|\delta\rangle,\qquad \delta=\mathcal Q\left[\tfrac12r_{12}\,g\right],$$

where $\mathcal Q$ selects the missing components, $T$ is the kinetic energy, and

$$g=\Phi_0(\mathbf r,\mathbf r)\ \text{for MP2},\qquad g=\Psi(\mathbf r,\mathbf r)\ \text{for two-electron CCSD}.$$

## Where the contact densities enter directly

Suppose the basis resolves relative momenta up to $Q$ equally well everywhere. Let $f(q)$ be the Fourier transform of $r_{12}/2$. Since $\nabla^2(r_{12}/2)=1/r_{12}$, and $1/r_{12}$ has the transform $4\pi/q^2$, we have $-q^2f=4\pi/q^2$, or $f=-4\pi/q^4$. The relative kinetic energy is $2q^2$, so

$$\Delta E\approx\int g^2d^3r\int_{q>Q}\frac{d^3q}{(2\pi)^3}\,2q^2\,\frac{16\pi^2}{q^8}.$$

The first factor is the contact density $\langle\delta(\mathbf r_{12})\rangle$. In the second, $d^3q=4\pi q^2dq$, and the constants combine to $4\pi\cdot32\pi^2/(8\pi^3)=16$. With $\int_Q^\infty q^{-4}dq=1/(3Q^3)$,

$$\boxed{\Delta E\approx\frac{16}{3}\frac{\langle\delta(\mathbf r_{12})\rangle}{Q^3}}$$

in rydberg; in hartree the prefactor is $8/3$.

For Hartree-Fock helium, $\Phi_0=\varphi(\mathbf r_1)\varphi(\mathbf r_2)$ and the contact density is

$$\int\varphi^4d^3r=0.191\ \text{bohr}^{-3}.$$

A 50-term wave function containing $r_{12}$ explicitly gives 0.107 bohr⁻³. Its mean cusp coefficient is 0.482 instead of 0.5, so the third digit is not secure, although the next smaller expansion agrees with it within the tested 1%; the converged value is 0.1063 bohr⁻³, which leaves the ratio below unchanged to three digits. The Hartree-Fock density at contact is thus too large by a factor $0.1906/0.1067=1.79$. For a uniform cutoff, this is also the asymptotic ratio of the MP2 and CCSD errors.

The law was tested on the relative motion of two repelling particles in a hard sphere of radius 4 bohr, expanded in sine waves. The noninteracting contact density is 0.02454 bohr⁻³ and the interacting one 0.00696 bohr⁻³. For second order, the error times $Q^3$ is 0.1309 Ry bohr⁻³, as the law predicts. Full diagonalization, extrapolated in $Q$, gives 0.0371, again in agreement. The same cutoff thus yields two errors, each set by its own contact density.

## Atomic partial waves use another weight

An atomic basis is often truncated in angular momentum. Its resolution is not uniform: functions up to $l=L$ resolve lengths of order $r/L$, so they are coarser far from the nucleus. The contact function must therefore be weighted differently.

For $S$ states of two electrons, expand in Legendre polynomials of the angle between $\mathbf r_1$ and $\mathbf r_2$. Let $r$ be the larger radius and $tr$ the smaller. Then

$$\frac1{r_{12}}=\frac1r\sum_lt^lP_l .$$

To expand $r_{12}$, write it as $r_{12}^2/r_{12}$ with $r_{12}^2=r^2(1+t^2-2t\cos\theta)$. The recurrence

$$xP_k=\frac{(k+1)P_{k+1}+kP_{k-1}}{2k+1},\qquad x=\cos\theta,$$

gives the coefficient of $P_l$ in $r_{12}$:

$$r\left[(1+t^2)t^l-2t\left(\frac{l\,t^{l-1}}{2l-1}+\frac{(l+1)t^{l+1}}{2l+3}\right)\right]
=r\left[\frac{t^{l+2}}{2l+3}-\frac{t^l}{2l-1}\right].$$

Because $T(r_{12}/2)=-2/r_{12}$, and $T$ does not mix different $l$, the energy lost by omitting one partial wave is

$$\Delta_l\approx-\left\langle\left(\tfrac12r_{12}\right)_l g\,\middle|\,\left(\tfrac{2}{r_{12}}\right)_l g\right\rangle .$$

Derivatives of $g$ are dropped at leading order. The factors $\tfrac12$ and 2 cancel. The angular integral of $P_l^2$ over both electrons is $16\pi^2/(2l+1)$. The two orderings of the radii give a factor 2, and the radial volume element is $r^2(tr)^2\,dr\,(r\,dt)=r^5t^2\,dr\,dt$. At high $l$ the integrand is concentrated near $t=1$, so $g$ can be evaluated at contact:

$$\Delta_l\approx-\frac{32\pi^2}{2l+1}\int_0^\infty r^5g(r)^2dr
\int_0^1t^{2l+2}\left[\frac{t^2}{2l+3}-\frac1{2l-1}\right]dt .$$

The last integral is

$$\frac1{2l+3}\left[\frac1{2l+5}-\frac1{2l-1}\right]
=-\frac6{(2l-1)(2l+3)(2l+5)}\approx-\frac3{4\lambda^3},$$

with $\lambda=l+\tfrac12$. Since $2l+1=2\lambda$, the prefactor is $16\pi^2/\lambda$, and

$$\Delta_l\approx\frac A{\lambda^4},\qquad
\boxed{A=12\pi^2\int_0^\infty r^5g(r)^2dr}$$

in rydberg. Summing over $l>L$, and replacing the sum by an integral starting midway between $\lambda=L+\tfrac12$ and $L+\tfrac32$, gives

$$\Delta E_L\approx\int_{L+1}^{\infty}\frac{A}{\lambda^4}\,d\lambda=\frac A{3(L+1)^3}.$$

The contact functions of helium give $A=0.332$ Ry for MP2 and 0.1485 Ry for CCSD (the fourth digit of the latter is not secure; a converged wave function gives 0.1484 to 0.1485 Ry). Fits to separately computed partial-wave energies, which use no contact information, give 0.331 and 0.148 Ry. The asymptotic error ratio is $0.3316/0.1485=2.23$, not 1.79.

The difference comes from where the hole is deepest. The depletion $|\Psi(\mathbf r,\mathbf r)/\Phi_0(\mathbf r,\mathbf r)|^2$ is 0.59 at $r=0.19$ bohr, 0.42 at 1.03 bohr and 0.15 at 2.02 bohr. The contact density weights these values with $r^2$, the partial-wave error with $r^5$. The latter gives more influence to the outer region, where Hartree-Fock overestimates contact most.

At $L=10$ the law gives $0.3316/(3\cdot11^3)$ Ry $=0.083$ mRy for MP2; the tail of the fitted partial-wave series, which also defines the MP2 limit used throughout, is 0.082 mRy. Since that fit has the $\lambda^{-4}$ form built in, this repeats the agreement of the coefficients and is not a separate test. For CCSD the law gives 0.037 mRy. The output lists 0.034 mRy and a ratio of 2.40, above the asymptotic value, but this entry is sensitive to the reference energy. The explicit-$r_{12}$ energy, −5.807445 Ry, lies 0.004 mRy above the extrapolated partial-wave energy, −5.807449 Ry. With the latter as reference the CCSD error is 0.038 mRy and the ratio lies between 2.1 and 2.2, below the asymptotic value. The same shift of 0.004 mRy applies to the CCSD errors in the Gaussian sets below, where it is too small to matter. The excess over 2.23 therefore has no physical significance.

## Changing only the source

The two methods differ in more than their contact functions, so the cause deserves a direct test. In a partial-wave calculation, a new channel $l$ is driven by $2/r_{12}$ acting on the function already present. Its energy can be estimated by second-order perturbation theory with either of two sources, keeping the energy denominators the same.

At $l=10$ the Hartree-Fock source gives 2.14 times the true increment of the full calculation. The correlated function built from $l\le9$ gives 1.01 times that increment. At $l=5$ the two factors are 2.03 and 1.03. Replacing the undepleted source by the depleted one thus removes nearly all of the excess.

## What ordinary basis sets show

Correlation-consistent sets follow a principal expansion: raising the cardinal number $X$ adds radial and angular functions together. If the shortest resolved length shrinks as $1/X$ throughout the relevant region, then $Q\propto X$, and the cutoff law suggests an error proportional to $X^{-3}$. This is a scaling argument, not a theorem about a particular Gaussian set, and it does not fix the spatial weight of the contact function.

The helium errors in cc-pV$X$Z are:

| $X$ | MP2 (mRy) | CCSD (mRy) | Ratio |
|---|---:|---:|---:|
| 2 | 23.1 | 19.2 | 1.20 |
| 3 | 8.48 | 5.93 | 1.43 |
| 4 | 3.80 | 2.29 | 1.66 |
| 5 | 1.94 | 1.03 | 1.88 |

MP2 has the larger error in each set, but the ratio is still rising. Neither 1.79 nor 2.23 should be read as its limit. The agreement of 1.88 with 1.79 to within a few percent is no confirmation of the uniform-cutoff model, because the ratio has not levelled off.

The local exponent between $X=4$ and 5 is $\ln(3.799/1.942)/\ln(5/4)=3.0$ for MP2 and $\ln(2.291/1.031)/\ln(5/4)=3.6$ for CCSD. In this range the CCSD error falls faster than its expected asymptotic power.

## Consequences for extrapolation

A common composite estimate adds a small-basis difference to the MP2 limit:

$$E_{\rm comp}=E_{\rm MP2}^{\infty}+E_{\rm CCSD}^{X}-E_{\rm MP2}^{X}.$$

Write each finite-basis energy as its limit plus an error, positive in all the helium data above though not guaranteed to be so for a correlation energy in general, $E^X=E^\infty+\Delta^X$. The MP2 limits cancel:

$$E_{\rm comp}-E_{\rm CCSD}^{\infty}=\Delta_{\rm CCSD}^{X}-\Delta_{\rm MP2}^{X}.$$

When both errors are positive and the MP2 error is the larger, as in helium, the composite energy is too low. Its error is smaller in magnitude than that of plain CCSD only if $\Delta_{\rm MP2}^X<2\Delta_{\rm CCSD}^X$. For helium at $X=3$ it is $5.93-8.48=-2.55$ mRy, a clear gain over 5.93 mRy. At $X=5$ it is $1.03-1.94=-0.91$ mRy, hardly better than 1.03 mRy. As the ratio approaches 2, the correction loses its value.

The alternative is to extrapolate CCSD itself. If $E^X=E^\infty+BX^{-3}$, multiplying by $X^3$ and subtracting the equations for $X=4$ and 5 eliminates $B$:

$$E^\infty\approx\frac{125E^{5}-64E^{4}}{61}.$$

Applied to the errors, this leaves $(125\cdot1.942-64\cdot3.799)/61=-0.01$ mRy for MP2 and $(125\cdot1.031-64\cdot2.291)/61=-0.29$ mRy for CCSD. The near-zero MP2 residual only restates that its local exponent happens to be 3.0 between these two sets. Between $X=3$ and 4 the exponent is $\ln(8.480/3.799)/\ln(4/3)=2.8$, and the same procedure leaves $(64\cdot3.799-27\cdot8.480)/37=0.38$ mRy. For CCSD, direct extrapolation is better than the composite estimate here, although the CCSD result overshoots because its local exponent exceeds 3. In practice:

- Prefer extrapolating CCSD itself when two large CCSD basis sets are affordable; the evidence shown here is helium with $X=4$ and 5.
- If only MP2 can be extrapolated, treat the composite CCSD energy as probably too low, and check how the difference $E_{\rm CCSD}^X-E_{\rm MP2}^X$ changes with $X$.
- Do not scale MP2 errors by a helium contact ratio for other systems. The ratio depends on the pair, the basis and the range of $X$.

## More electrons, and where the argument weakens

With more than two electrons CCSD is no longer exact, but one term of its equations has the same structure for singlet pairs. Let $u_{ij}$ be the correlation part of the pair function for occupied orbitals $i,j$, with amplitudes $t_{ij}^{cd}$. MP2 drives the excitation into $a,b$ by $\langle ab|2/r_{12}|ij\rangle$. The particle-particle ladder of CCSD adds

$$\sum_{cd}\langle ab|2/r_{12}|cd\rangle t_{ij}^{cd}
=\langle ab|2/r_{12}|u_{ij}\rangle ,$$

so the repulsion acts on $ij+u_{ij}$. Where $u_{ij}$ opposes the reference pair at contact, the source is depleted. Other CCSD terms also change the amplitudes, so the two-electron ratios cannot be carried over.

For neon with a frozen core, going from cc-pVTZ to cc-pVQZ lowers the MP2 correlation energy by 58.5 mRy and the CCSD one by 56.7 mRy. The direction is the same as in helium, but the excess is only 3%, and it is not a test of the contact mechanism, because the totals contain triplet pairs. Split by pair spin, the singlet pairs gain 45.1 mRy in MP2 and 44.4 mRy in CCSD, the triplet pairs 13.4 and 12.3 mRy, so more than half of the excess comes from pairs whose spatial function vanishes at contact. These are gains between two finite sets, not errors relative to a limit. They fix the sign of the difference for this step but not the ratio of the remaining errors, which would require the neon limits.

Two limits show what controls it. In a triplet pair the spatial function vanishes at contact, so $g=0$ and the leading term derived here is absent for both methods. In a two-electron ion of large nuclear charge $Z$, lengths scale as $1/Z$ and one-electron energies as $Z^2$, while the repulsion scales as $Z$. Its relative strength falls as $1/Z$, $\Psi$ approaches $\Phi_0$, and the error ratio tends to one. For a two-electron singlet, the excess MP2 error is thus a sign of how strongly correlation depletes contact, and to leading order the error ratio is the ratio of the Hartree-Fock to the correlated contact integral, taken with the weight that the basis imposes. This is not established here for more electrons.

## Computed values

```
Radial points 70, outer radius 20 bohr, lmax 10
Hylleraas terms 50, exponent 1.9 bohr^-1
He HF energy: -5.723360 Ry
He Hylleraas energy: -5.807445 Ry = -2.903722 hartree
He CI energy, l<=10: -5.807411 Ry
He CI energy, extrapolated: -5.807449 Ry
MP2 corr. limit: -0.074755 Ry = -0.037377 hartree
Exact corr.: -0.084085 Ry = -0.042042 hartree
Mean cusp slope/value: 0.4820 bohr^-1
Contact density HF: 0.1906 bohr^-3
Contact density correlated: 0.1067 bohr^-3
Contact ratio HF/correlated: 1.786
Depletion |Psi/Phi0|^2 at r=0.191 bohr: 0.591
Depletion |Psi/Phi0|^2 at r=0.520 bohr: 0.560
Depletion |Psi/Phi0|^2 at r=1.031 bohr: 0.418
Depletion |Psi/Phi0|^2 at r=2.023 bohr: 0.154
A MP2: contact 0.3316, energy fit 0.3305 Ry
A CCSD: contact 0.1485, energy fit 0.1482 Ry
Partial-wave ratio from contact integrals: 2.233
L=2: errors MP2 3.4115, CCSD 1.9109 mRy; ratio 1.785
L=5: errors MP2 0.4850, CCSD 0.2332 mRy; ratio 2.080
L=10: errors MP2 0.0815, CCSD 0.0339 mRy; ratio 2.402
l=5: driven/true increment, HF source 2.031, correlated source 1.029
l=10: driven/true increment, HF source 2.135, correlated source 1.009
Sphere radius: 4.0 bohr; exact energy 2.363697 Ry
Sphere contact: free 0.02454, exact 0.00696 bohr^-3
Sphere error*Q^3, order 2: 0.13090, law 0.13090 Ry bohr^-3
Sphere error*Q^3, full: 0.03713, law 0.03713 Ry bohr^-3
He cc-pVXZ X=2: errors MP2 23.098, CCSD 19.216 mRy; ratio 1.202
He cc-pVXZ X=3: errors MP2 8.480, CCSD 5.927 mRy; ratio 1.431
He cc-pVXZ X=4: errors MP2 3.799, CCSD 2.291 mRy; ratio 1.658
He cc-pVXZ X=5: errors MP2 1.942, CCSD 1.031 mRy; ratio 1.884
He cc-pVTZ FCI minus CCSD: -1.0e-10 Ry
Ne TZ to QZ gain: MP2 58.50, CCSD 56.67 mRy
```
